# Biquadratic coupling of ultrathin magnetic films from a fluctuating interlayer exchange, part 2

Two ferromagnetic films face each other across a non-magnetic spacer whose coupling fluctuates along \(x\). We want the mean angle \(\theta\) between their moments, and the corrections to it. Units are SI, with coupling energies in mJ/m².

Each film has thickness \(t\), exchange density \(A|\nabla\mathbf m|^2\) and in-plane moments along the unit vectors \(\mathbf m_1\), \(\mathbf m_2\). "Perpendicular" means perpendicular to each other within the plane. The coupling energy per unit area is \(-J(x)\,\mathbf m_1\cdot\mathbf m_2\), with \(J(x)=J_0+dJ\cos(qx)\); positive \(J\) favours parallel moments. The films rock about their mean directions by \(u_1=-u_2=w/2\). With angle brackets for the average over \(x\) and a prime for \(d/dx\), the full cosine energy is

\[
E=\big\langle \tfrac12At\,w'^2-J(x)\cos(\theta+w)\big\rangle .
\]

For \(qt\ll1\), \(\varepsilon=dJ/(Atq^2)\ll1\) and \(|J_0|\ll Atq^2\), the rocking is \(u_1=-u_2=a\cos(qx)\) with \(a=-dJ\sin\theta/(2Atq^2)\). Its exchange cost for both films is \(Atq^2a^2\), and the relaxed energy is

\[
E(\theta)=-J_0\cos\theta-B\sin^2\theta,\qquad B=\frac{dJ^2}{4Atq^2}.
\]

With \(c=\cos\theta\), completing the square gives

\[
E=-J_0c-B+Bc^2=B\left(c-\frac{J_0}{2B}\right)^2-B-\frac{J_0^2}{4B}.
\]

The films are perpendicular for \(J_0=0\), canted with \(\cos\theta=J_0/(2B)\) for \(0<|J_0|<2B\), and collinear for \(|J_0|\ge2B\).

For films of finite thickness,

\[
B=\frac{dJ^2}{4Aq}\coth qt .
\]

If the coupling is instead \(J_0+\Delta J\) and \(J_0-\Delta J\) on alternate terraces of equal width, \(B\) for \(\Delta J=dJ\) is larger by the factor \(\pi^2/6\).

The example uses \(t=1\) nm, \(A=20\) pJ/m, \(dJ=0.50\) mJ/m², \(J_0=0.030\) mJ/m², a period of 20 nm, spacer thickness \(d=1\) nm, magnetization \(M_s=1.7\) MA/m and, where anisotropy is included, the fourfold constant \(K_1=50\) kJ/m³. The vacuum permeability is \(\mu_0\), Boltzmann's constant \(k_B\) and the temperature \(T\).

### Worked example

The parameters are rough values in the regime of iron films across a thin chromium spacer: \(t=1\) nm, \(A=20\) pJ/m, \(dJ=0.50\) mJ/m², \(J_0=0.030\) mJ/m² and a fluctuation period of 20 nm. The corrections below also use a spacer thickness \(d=1\) nm and a magnetization \(M_s=1.7\) MA/m.

The wavevector is \(q=2\pi/(20\ \text{nm})=0.3142\) nm⁻¹. The exchange scale is

\[
Atq^2=(20\times10^{-12})(10^{-9})(3.142\times10^{8})^2\ \text{J/m}^2=1.974\ \text{mJ/m}^2 ,
\]

so \(\varepsilon=0.50/1.974=0.253\) and \(J_0/(Atq^2)=0.015\). Both are small. The biquadratic coefficient is

\[
B=\frac{(0.50)^2}{4\times1.974}\ \text{mJ/m}^2=0.0317\ \text{mJ/m}^2 ,
\]

which is also 0.0317 erg/cm². At a right angle each film rocks by \(0.50/(2\times1.974)=0.127\) rad, or \(7.3^\circ\). The formula puts the collinear threshold at \(2B=0.0633\) mJ/m²; the full cosine energy puts it slightly lower, at 0.0616 mJ/m², because \(\varepsilon\) is not very small. The mean coupling lies below both values, and the formula gives

\[
\cos\theta=\frac{0.030}{0.0633}=0.474,\qquad\theta=61.7^\circ .
\]

Minimizing the full cosine energy for the same parameters gives \(61.1^\circ\). The thickness enters through \(qt=0.314\), for which \(qt\coth qt=1.033\): the finite thickness raises \(B\) by 3.3 percent.

### How large the fluctuation may be

The formula for \(B\) grows as \(1/q^2\), without limit as the period increases. The true gain cannot do so. At \(\theta=90^\circ\) and \(J_0=0\), uniform films have zero coupling energy, and the relaxed coupling energy cannot fall below \(-\langle|dJ\cos qx|\rangle=-2\,dJ/\pi\).

The first correction follows from the energy in units of \(Atq^2\), with \(\xi=qx\):

\[
f=\big\langle\tfrac12w_\xi^2+\varepsilon\cos\xi\,\sin w\big\rangle,\qquad \sin w=w-\frac{w^3}{6}+\dots
\]

The quadratic part is minimized by \(w=-\varepsilon\cos\xi\), with energy \(-\varepsilon^2/4\). The cubic term of the sine then contributes

\[
-\frac{\varepsilon}{6}\langle\cos\xi\,w^3\rangle=\frac{\varepsilon^4}{6}\langle\cos^4\xi\rangle=\frac{\varepsilon^4}{6}\cdot\frac38=\frac{\varepsilon^4}{16}.
\]

The change that this term causes in \(w\) is of order \(\varepsilon^3\). Since \(w\) was already at a minimum of the quadratic part, that change affects the energy at order \(\varepsilon^6\) and can be ignored here. The gain at a right angle is thus

\[
B\left(1-\frac{\varepsilon^2}{4}+\dots\right).
\]

The physical cause is that the torque weakens as the local angle moves away from \(90^\circ\).

In the example the correction is \(0.253^2/4=0.016\), and the full minimization gives a gain of 0.985 times the formula. With the other parameters fixed, \(\varepsilon\) reaches 1 at a period of

\[
2\pi\sqrt{\frac{At}{dJ}}=39.7\ \text{nm}.
\]

At a period of 40 nm the full gain is 0.834 times the formula. The one-term correction would give 0.743 there, so it is no longer accurate. Beyond this period the cosine energy should be minimized numerically.

### Dipolar fields

Rocking changes the component of magnetization along \(x\) and so creates magnetic charge. Let \(\phi_i\) now be the mean direction of film \(i\), measured from \(x\), and let \(u_i=a_i\cos(qx)\). To first order \(m_x\) changes by \(p_ia_i\cos(qx)\), with \(p_i=-\sin\phi_i\). The volume charge density is

\[
\rho_i=-M_s\frac{\partial m_x}{\partial x}=M_sq\,p_ia_i\sin(qx).
\]

The scalar potential \(\Phi\) obeys \(\nabla^2\Phi=-\rho\). For a charge \(\hat\rho(z)\sin(qx)\) its amplitude is

\[
\hat\Phi(z)=\int\frac{e^{-q|z-z'|}}{2q}\,\hat\rho(z')\,dz' ,
\]

because the kernel decays on both sides and its slope jumps by \(-1\) at the source. The energy per unit area is \(\tfrac12\mu_0\int\langle\rho\Phi\rangle dz\). With \(\langle\sin^2qx\rangle=\tfrac12\) this equals

\[
\frac{\mu_0}{8q}\iint\hat\rho(z)\,\hat\rho(z')\,e^{-q|z-z'|}\,dz\,dz'.
\]

Two integrals are needed. Within one film,

\[
\int_0^t\!\!\int_0^te^{-q|z-z'|}dz'dz=2\int_0^t\frac{1-e^{-qz}}{q}\,dz=\frac{2}{q^2}\left(qt-1+e^{-qt}\right).
\]

Between films separated by the spacer thickness \(d\), the integral is \(e^{-qd}(1-e^{-qt})^2/q^2\), and it enters twice. The dipolar energy is therefore \(S(p_1^2a_1^2+p_2^2a_2^2)+R\,p_1p_2a_1a_2\), with

\[
S=\frac{\mu_0M_s^2}{4q}\left(qt-1+e^{-qt}\right),\qquad
R=\frac{\mu_0M_s^2}{4q}\left(1-e^{-qt}\right)^2e^{-qd}.
\]

For the example's \(q\), \(t\) and \(d\), a finite-difference solution of Poisson's equation agreed with this form to within 0.2 percent for \((p_1a_1,p_2a_2)=(1,0)\), \((0.7,0.4)\) and \((0.7,-0.4)\).

For films at right angles let \(\psi\) be the direction of the bisector of the two moments, measured from \(x\), so that \(\phi_{1,2}=\psi\pm45^\circ\). Two directions can be solved by symmetry, with \(a_1=-a_2=a\).

For \(\psi=0\), \(p_1=-p_2=-1/\sqrt2\). The two films carry charge of the same sign at the same \(x\), and the dipolar energy is \((S+R/2)a^2\). For \(\psi=90^\circ\), \(p_1=p_2=-1/\sqrt2\). The charges are opposite and partly compensate, and the energy is \((S-R/2)a^2\). Adding this to the exchange term gives

\[
B=\frac{dJ^2}{4(Atq^2+S\pm R/2)},
\]

with the upper sign for \(\psi=0\). For other directions the amplitudes differ, and the \(2\times2\) quadratic form has to be minimized. If the total is \(\mathbf a^{T}M\mathbf a+\mathbf f^{T}\mathbf a\), the minimum is \(-\tfrac14\mathbf f^{T}M^{-1}\mathbf f\), where \(M_{ii}=\tfrac12Atq^2+Sp_i^2\), \(M_{12}=M_{21}=\tfrac12Rp_1p_2\) and \(\mathbf f=\tfrac12dJ\sin\theta\,(1,-1)\).

In the example a scan over \(\psi\) in steps of \(1^\circ\) puts the lowest value, \(B=0.0287\) mJ/m², at \(\psi=0\) and the highest, 0.0309 mJ/m², at \(\psi=90^\circ\). Relative to the formula without dipolar fields these are reductions of 9 and 3 percent. The out-of-plane tilt that the stray fields can cause is left out. It is an additional freedom, so it can only lower the relaxed energy further; in the example it raises \(B\) by about 0.2 percent.

### In-plane anisotropy

Let both films have fourfold anisotropy with density \(\tfrac14K_1\sin^2(2\phi)\) and easy axes at \(0^\circ\) and \(90^\circ\). Parallel and perpendicular films can both lie along easy axes, but canted films cannot.

Start from a right angle and close the angle to \(\theta=90^\circ-\delta\), turning each film by \(\delta/2\). Each film pays \(\tfrac14K_1t\sin^2\delta\). Since \(\cos\theta=\sin\delta\) and \(\sin^2\theta=1-\sin^2\delta\),

\[
E=-J_0\sin\delta-B+\left(B+\tfrac12K_1t\right)\sin^2\delta .
\]

Setting the derivative with respect to \(\sin\delta\) to zero gives

\[
\cos\theta=\frac{J_0}{2B+K_1t}.
\]

With \(K_1=50\) kJ/m³, \(K_1t=0.050\) mJ/m², which is comparable with \(2B\). The formula gives \(\cos\theta=0.030/0.1133=0.265\), or about \(75^\circ\). A search over both film directions in steps of \(0.5^\circ\), with the same formula for \(B\), also finds its lowest energy at \(75^\circ\). Minimizing the full energy, rocking included, gives \(74^\circ\). Anisotropy thus moves the canting angle by some \(13^\circ\), more than dipolar fields (up to \(4^\circ\)) or thermal blurring (up to \(5^\circ\)). The shape of the fluctuation matters about as much as anisotropy: square terraces with \(\Delta J=dJ\) move the angle to \(73^\circ\) without any anisotropy.

It also creates a second local minimum. For films turned symmetrically by \(\pm\theta/2\) from a common easy axis, the anisotropy cost is \(\tfrac12K_1t\sin^2\theta\), and the curvature of the energy at \(\theta=0\) is \(J_0-2B+K_1t\). Here it equals \(0.030-0.063+0.050=0.017\) mJ/m², which is positive. A minimizer started near parallel alignment can stop there, so an implementation should start from both states and compare their energies.

Anisotropy stiffens the rocking as well. Near an easy axis \(\tfrac14K_1\sin^2(2u)\approx K_1u^2\), so \(Aq^2\) is replaced by \(Aq^2+K_1\). The ratio \(K_1/(Aq^2)\) is 0.025, and \(B\) falls by about that fraction.

### Temperature

Thermal rocking blurs the angle on which the coupling acts. In a film of area \(\mathcal A\), write the thermal angle as a sum of modes \(u_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\). The exchange energy is \(At\mathcal A\sum k^2|u_{\mathbf k}|^2\). A pair \(\pm\mathbf k\) has energy \(2At\mathcal Ak^2|u_{\mathbf k}|^2\) and two real degrees of freedom, so classical equipartition assigns it \(k_BT\). Then \(\langle|u_{\mathbf k}|^2\rangle=k_BT/(2At\mathcal Ak^2)\), and summing the modes between \(k_1\) and \(k_2\) gives the variance

\[
s^2=\frac{k_BT}{2At}\int_{k_1}^{k_2}\frac{2\pi k\,dk}{(2\pi)^2k^2}=\frac{k_BT}{4\pi At}\ln\frac{k_2}{k_1}.
\]

For wavelengths from 2 to 20 nm at 300 K the root-mean-square angle is \(11^\circ\) per film. If the films fluctuate independently, their relative angle has variance \(2s^2\). The Gaussian average of its cosine multiplies \(dJ\) by \(e^{-s^2}\), and hence \(B\) by \(e^{-2s^2}=0.93\). This counts in-plane angles only. At these wavelengths the exchange energy outweighs the shape energy, so out-of-plane tilts are nearly as large, and including them lowers the factor to about 0.87. Modes that vary through the thickness are left out and would lower it somewhat further. The factor that multiplies \(dJ\) multiplies \(J_0\) as well, so \(\cos\theta=J_0/(2B)\) rises only by the inverse of that factor, not of its square. Both cutoffs are choices, and a wider range of wavelengths would give a larger angle. The temperature dependence of \(A\) is not included. If \(dJ\) was measured at the temperature of use, it already contains this reduction, and the factor must not be applied again.

The energy \(B\) also has to be compared with \(k_BT\) over the area that turns as a unit. The two are equal for a square of side 11 nm. For the canted state of the example, without anisotropy, the relevant energy is smaller still: by the completed square above, the parallel state lies only \(B(1-\cos\theta)^2=0.0088\) mJ/m² higher, which equals \(k_BT\) for a square of side 22 nm. The angle is thermally stable only if much larger areas turn together.

### Relation to real iron–chromium layers

The values of \(A\), \(M_s\) and \(K_1\) are close to those of bulk iron and may be lower in a film of 1 nm. In the thin-film formula \(B\) varies as \(1/t\) if the coupling is unchanged, so thicker films have a smaller \(B\). The chosen \(J_0\) is small compared with the strongest couplings across chromium, which are roughly 1 mJ/m², so the example describes a spacer near a sign change of the mean coupling. The value \(d=1\) nm is a round number and not such a thickness, since about 1 nm of chromium lies close to the first antiferromagnetic maximum. It enters only the dipolar terms, and \(d=1.8\) nm changes the two dipolar values of \(B\) to 0.0289 and 0.0306 mJ/m². The moments stay in the plane only if interface anisotropy does not overcome the shape energy \(\tfrac12\mu_0M_s^2t=1.8\) mJ/m². Real terraces are irregular: regular square terraces with \(\Delta J=dJ\) would raise \(B\) by the factor \(\pi^2/6\), and wider ones can leave the range \(\varepsilon\ll1\). Chromium can also carry magnetic order of its own, in which case the local coupling need not be proportional to \(\mathbf m_1\cdot\mathbf m_2\). That effect is not sized here. The numerical output lists the parameters and the main results of the example.

## Computed values

```
film thickness t = 1.0 nm
spacer thickness d = 1.0 nm
period of the fluctuation = 20 nm
wavevector q = 0.3142 1/nm
exchange stiffness A = 20 pJ/m
magnetization Ms = 1.7 MA/m
fourfold anisotropy K1 = 50 kJ/m^3
coupling fluctuation dJ = 0.50 mJ/m^2
mean coupling J0 = 0.030 mJ/m^2
exchange scale A t q^2 = 1.974 mJ/m^2
eps = dJ/(A t q^2) = 0.2533 (no unit)
J0/(A t q^2) = 0.0152 (no unit)
B from the formula = 0.03166 mJ/m^2
B converted = 0.03166 erg/cm^2
collinear threshold 2B = 0.06333 mJ/m^2
rocking amplitude per film at 90 deg = 7.26 deg
canting angle, formula = 61.72 deg
canting angle, nonlinear solver = 61.06 deg
B at 90 deg, nonlinear solver, J0=0 = 0.03117 mJ/m^2
ratio nonlinear/formula at 90 deg = 0.9846 (no unit)
q t = 0.3142 (no unit)
finite-thickness factor qt coth(qt) = 1.0327 (no unit)
period at which eps = 1: 39.7 nm
eps at period 40 nm = 1.013 (no unit)
ratio nonlinear/formula at 40 nm = 0.834 (no unit)
B with dipolar fields, lowest direction = 0.02868 mJ/m^2
B with dipolar fields, highest direction = 0.03085 mJ/m^2
mean direction from x at lowest B = 0 deg
mean direction from x at highest B = 90 deg
anisotropy per film K1 t/4 = 0.0125 mJ/m^2
canting angle with anisotropy = 75.0 deg
anisotropy/exchange stiffness K1/(A q^2) = 0.0253 (no unit)
shape energy mu0 Ms^2 t/2 = 1.816 mJ/m^2
temperature = 300 K
thermal rms angle per film, 2 to 20 nm = 11.2 deg
thermal factor on B through dJ = 0.927 (no unit)
side of square where B*area = kT: 11.4 nm
```
